\section*{The Zone-Face Gap from a Two-Wave APW Matrix}

\section*{Problem}

A nearly free electron metal has one atom per cell of volume $\Omega$. Its one-electron potential is of muffin-tin form: a spherical $V(r)$ inside a sphere of radius $S$ around the atom, and zero between the spheres. Use units with $\hbar=2m=1$, so that the Hamiltonian is $-\nabla^2+V$, energies are in rydberg (Ry) and lengths in bohr.

Let $\mathbf k$ and $\mathbf k'=\mathbf k-\mathbf G$ be two wave vectors on a zone face, $|\mathbf k|=|\mathbf k'|=\kappa$, and let $E_0=\kappa^2$. No third wave $\mathbf k-\mathbf G'$ has a free energy near $E_0$. The regular radial solution at energy $E$ is $u_l(r)$, and
\[
L_l(E)=\frac{u_l'(S)}{u_l(S)}
\]
is its logarithmic derivative at the sphere.

\begin{enumerate}
\item[(a)] Find the matrix of $-\nabla^2+V-E$ between augmented plane waves (APWs).
\item[(b)] Show that at $E=E_0$ it depends on the potential only through the difference between $L_l$ and its free-electron value.
\item[(c)] Reduce the matrix to two waves, find the gap to leading order, and identify the quantity that plays the part of a pseudopotential coefficient.
\item[(d)] Find its limit for a weak potential.
\item[(e)] Evaluate the gap at the face centre $\mathbf k=(\pi/a,0,0)$ of a simple cubic model with $a=6$ bohr, $S=2.5$ bohr and $V=-0.1$ Ry inside each sphere.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item An APW is continuous at the sphere but its slope jumps. Integrate by parts first, so that only first derivatives appear.
\item Inside the sphere the APW solves the radial equation at energy $E$, so the volume integral there becomes a surface integral.
\item The average of $e^{-i(\mathbf k-\mathbf k')\cdot\mathbf r}$ over a sphere can be written in closed form or as a sum over $l$. Differentiate both with respect to $|\mathbf k|$.
\item The matrix elements depend on $E$. Before dropping that dependence, find $dL_l/dE$ and see what it gives for free electrons.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The APW matrix}

Outside the sphere the APW is $\phi_{\mathbf k}=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$. Inside, each partial wave of this exponential is replaced by a radial solution of equal value at $S$:
\[
\phi_{\mathbf k}=\frac{1}{\sqrt\Omega}\sum_l(2l+1)\,i^l\,\frac{j_l(kS)}{u_l(S)}\,u_l(r)\,P_l(\hat{\mathbf k}\cdot\hat{\mathbf r}),
\]
where $j_l$ is a spherical Bessel function and $P_l$ a Legendre polynomial. This requires $u_l(S)\neq0$.

Multiply the Schr\"odinger equation for $\psi$ by $\phi_{\mathbf k}^*$ and integrate by parts over the cell. The terms from the cell boundary cancel, because $\phi_{\mathbf k}$ and $\psi$ have the same Bloch phase. Inserting $\psi=\sum_{\mathbf k'}c_{\mathbf k'}\phi_{\mathbf k'}$ gives $\sum_{\mathbf k'}M_{\mathbf k\mathbf k'}c_{\mathbf k'}=0$ with
\[
M_{\mathbf k\mathbf k'}=\int_\Omega\left[\nabla\phi_{\mathbf k}^*\cdot\nabla\phi_{\mathbf k'}+(V-E)\phi_{\mathbf k}^*\phi_{\mathbf k'}\right]d^3r .
\]

\textit{Outside.} Here $V=0$ and the gradients give $\mathbf k\cdot\mathbf k'$. The integral over the outer region is that over the cell minus that over the sphere. With $q=|\mathbf k-\mathbf k'|$ and $\int_0^S r^2j_0(qr)\,dr=S^2j_1(qS)/q$,
\[
M^{\rm out}_{\mathbf k\mathbf k'}=(\mathbf k\cdot\mathbf k'-E)\left[\delta_{\mathbf k\mathbf k'}-\frac{4\pi S^2}{\Omega}\frac{j_1(qS)}{q}\right].
\]
For $q=0$ the last fraction means its limit $S/3$.

\textit{Inside.} Since $(-\nabla^2+V-E)\phi_{\mathbf k'}=0$ there, integration by parts leaves $\oint\phi_{\mathbf k}^*\,\partial_r\phi_{\mathbf k'}\,dA$ over the sphere. The radial derivative multiplies the $l$ term by $L_l$. The angular integral is
\[
\int P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})P_{l'}(\hat{\mathbf k}'\cdot\hat{\mathbf r})\,d\hat{\mathbf r}=\frac{4\pi}{2l+1}\,\delta_{ll'}P_l(\cos\theta),\qquad \cos\theta=\hat{\mathbf k}\cdot\hat{\mathbf k}',
\]
so one of the two factors $2l+1$ cancels, and $(i^l)^*i^l=1$. Adding both regions,
\begin{equation}
M_{\mathbf k\mathbf k'}=(k^2-E)\delta_{\mathbf k\mathbf k'}+\Gamma_{\mathbf k\mathbf k'}(E),
\label{M}
\end{equation}
\begin{equation}
\Gamma_{\mathbf k\mathbf k'}=\frac{4\pi S^2}{\Omega}\left[-(\mathbf k\cdot\mathbf k'-E)\frac{j_1(qS)}{q}+\sum_l(2l+1)P_l(\cos\theta)\,j_l(kS)\,j_l(k'S)\,L_l(E)\right].
\label{Gamma}
\end{equation}

\subsection*{(b) Subtracting the free electron}

The first term of (\ref{Gamma}) does not depend on the potential, so for $\mathbf k\neq\mathbf k'$ it does not become small when the potential is weak. To see what it cancels, average $e^{-i(\mathbf k-\mathbf k')\cdot\mathbf r}$ over the sphere, once directly and once by partial waves:
\begin{equation}
\sum_l(2l+1)P_l(\cos\theta)\,j_l(kS)\,j_l(k'S)=j_0(qS).
\label{sum}
\end{equation}
Differentiate with respect to $k$ at fixed $k'$ and $\theta$. From $q^2=k^2+k'^2-2kk'\cos\theta$ we have $dq/dk=(k-k'\cos\theta)/q$, and $j_0'=-j_1$. After multiplication by $k/S$,
\[
\sum_l(2l+1)P_l(\cos\theta)\,k\,j_l'(kS)\,j_l(k'S)=-(k^2-\mathbf k\cdot\mathbf k')\frac{j_1(qS)}{q}.
\]
Now let $\mathbf k$ be on shell, $k=\kappa$ and $E=E_0$. The right side is then minus the first term in the bracket of (\ref{Gamma}). Define the free logarithmic derivative
\[
L_l^0=\frac{\kappa j_l'(\kappa S)}{j_l(\kappa S)},\qquad j_l(\kappa S)\neq0 .
\]
The left side is the sum in (\ref{Gamma}) with $L_l$ replaced by $L_l^0$. Hence
\begin{equation}
\Gamma_{\mathbf k\mathbf k'}(E_0)=\frac{4\pi S^2}{\Omega}\sum_l(2l+1)P_l(\cos\theta)\,j_l(\kappa S)\,j_l(k'S)\left[L_l(E_0)-L_l^0\right].
\label{diff}
\end{equation}
Only $\mathbf k$ had to be on shell; $k'$ is still arbitrary.

\subsection*{(c) Two waves and the gap}

Let $\lambda$ measure the size of the deviations of $L_l$ and of $dL_l/dE$ from their free values, throughout the range of energies around $E_0$ that contains the two levels, so that no pole of $L_l$ falls in this range. By (\ref{diff}), at $E_0$ the two face waves couple to every other wave with strength of order $\lambda$. The levels sought lie within order $\lambda$ of $E_0$, and this shift of $E$ changes the coupling only by a further amount of order $\lambda$. Eliminating the other waves adds to the $2\times2$ block a term (coupling)$\times$(inverse of their own block)$\times$(coupling), which is of order $\lambda^2$ if that inverse stays finite. A third degenerate wave would make the block singular. The inverse also grows if very many APWs are kept, because they become nearly linearly dependent, so the argument refers to a modest fixed set. In the model of (e), with the 28 waves of length up to $4\pi/a$, the block of the other 26 has smallest eigenvalue 0.26 Ry at $V=0$ and $E=E_0$; the added term changes the off-diagonal element by 0.0005 Ry and falls by a factor 4.4 when the well is halved. With 110 waves that eigenvalue is 0.005 Ry and the added term exceeds the off-diagonal element itself, although the gap from the full determinant moves by only about $10^{-5}$ Ry.

Label the face waves 1 and 2. Their lengths are equal, so $\Gamma_{11}=\Gamma_{22}$, and $\Gamma_{12}=\Gamma_{21}$ is real. The determinant condition is
\[
\left[E_0-E+\Gamma_{11}(E)\right]^2-\Gamma_{12}(E)^2=0,
\]
which factorizes into
\begin{equation}
E_\pm=E_0+\Gamma_{11}(E_\pm)\pm\Gamma_{12}(E_\pm).
\label{roots}
\end{equation}
For the upper sign the first row reads $-\Gamma_{12}c_1+\Gamma_{12}c_2=0$, so $c_1=c_2$: the waves add in phase.

The energy dependence remains. Write $\chi=ru_l$, which obeys $-\chi''+[V+l(l+1)/r^2-E]\chi=0$. With a dot for $\partial/\partial E$, differentiation gives $-\dot\chi''+[V+l(l+1)/r^2-E]\dot\chi=\chi$. Multiply the second equation by $\chi$, the first by $\dot\chi$, and subtract:
\[
\frac{d}{dr}\left(\dot\chi\chi'-\chi\dot\chi'\right)=\chi^2 .
\]
Integrate from $0$ to $S$ and divide by $-\chi(S)^2$. Since $L_l=\chi'(S)/\chi(S)-1/S$,
\begin{equation}
\frac{dL_l}{dE}=-\frac{1}{S^2u_l(S)^2}\int_0^S u_l^2\,r^2dr .
\label{slope}
\end{equation}
For free electrons $u_l=j_l(\kappa r)$. Inserting this into the derivative of (\ref{Gamma}) on the face, and using (\ref{sum}) at radius $r$,
\[
\frac{d\Gamma}{dE}=\frac{4\pi S^2}{\Omega}\left[\frac{j_1(qS)}{q}-\frac1{S^2}\int_0^S r^2j_0(qr)\,dr\right]=0 .
\]
With the potential present, $\Gamma'\equiv d\Gamma/dE$ at $E_0$ is therefore of order $\lambda$. Put $\varepsilon=E-E_0$ in (\ref{roots}) and expand $\Gamma(E)\approx\Gamma(E_0)+\Gamma'\varepsilon$:
\begin{equation}
\varepsilon_\pm=\frac{\Gamma_{11}\pm\Gamma_{12}}{1-\Gamma_{11}'\mp\Gamma_{12}'} .
\label{lin}
\end{equation}
The numerators are of order $\lambda$, and the denominators differ from 1 by order $\lambda$. The omitted term $\tfrac12\Gamma''\varepsilon^2$ is of order $\lambda^2$. So
\begin{equation}
E_{\rm gap}=2|W_G|+O(\lambda^2),
\label{gap}
\end{equation}
\begin{equation}
W_G=\frac{4\pi S^2}{\Omega}\sum_l(2l+1)P_l(\cos\theta)\,j_l(\kappa S)^2\left[L_l(E_0)-L_l^0\right].
\label{W}
\end{equation}
From $G^2=2\kappa^2(1-\cos\theta)$ the angle is given by $\cos\theta=1-G^2/(2\kappa^2)$.

Two plane waves in a weak local potential with Fourier coefficient $V_G$ have the gap $2|V_G|$. Thus $W_G$ is the effective pseudopotential coefficient. If $W_G<0$, the in-phase state, whose plane-wave part varies as $\cos(\mathbf G\cdot\mathbf r/2)$ along $\mathbf G$, lies lower.

A small $W_G$ alone does not justify (\ref{gap}). The terms of (\ref{W}) can cancel while the individual deviations are large, and near a narrow resonance the slopes (\ref{slope}) are far from free. If only the slopes deviate appreciably, the denominators in (\ref{lin}) must be kept.

\subsection*{(d) Weak potential}

Let $\chi_0=rj_l(\kappa r)$ be the free solution at the same energy. Subtracting the two radial equations crosswise gives $(\chi_0\chi'-\chi\chi_0')'=V\chi_0\chi$, and integration to $S$ gives
\begin{equation}
L_l-L_l^0=\frac{1}{S^2j_l(\kappa S)u_l(S)}\int_0^S V\,j_l(\kappa r)\,u_l(r)\,r^2dr .
\label{exact}
\end{equation}
For weak $V$, replace $u_l$ by $j_l$. This needs $u_l(S)/j_l(\kappa S)$ close to 1, so $V$ must be the weaker the nearer $\kappa S$ lies to a zero of some $j_l$. Then $S^2j_l(\kappa S)^2$ cancels in (\ref{W}), and (\ref{sum}) at radius $r$ sums the series:
\[
W_G\to\frac{4\pi}{\Omega}\int_0^S V(r)\,j_0(Gr)\,r^2dr=V_G ,
\]
the ordinary Fourier coefficient. Beyond this limit (\ref{exact}) leaves a factor $j_l(\kappa S)/u_l(S)$ in each term of $W_G$. It depends on the energy and on the choice of $S$, so $W_G$ is not the coefficient of one fixed local potential.

\subsection*{(e) Numbers}

At the face centre $\mathbf k'=-\mathbf k$, so $P_l(-1)=(-1)^l$. Also $\kappa=\pi/a=0.5236$ bohr$^{-1}$, $E_0=0.2742$ Ry, $\kappa S=1.309$ and $4\pi S^2/\Omega=0.3636$ bohr$^{-1}$. The next free level lies at $5E_0$. In the well $u_l=j_l(pr)$ with $p=\sqrt{E_0-V}$, which gives:

\begin{center}
\begin{tabular}{ccccc}
$l$ & $j_l(\kappa S)$ & $L_l$ (bohr$^{-1}$) & $L_l^0$ (bohr$^{-1}$) & term (Ry)\\
0 & 0.7379 & $-0.3745$ & $-0.2597$ & $-0.022738$\\
1 & 0.3660 & 0.1990 & 0.2557 & $+0.008285$\\
2 & 0.1009 & 0.6611 & 0.6993 & $-0.000707$\\
3 & 0.0194 & 1.0935 & 1.1225 & $+0.000028$
\end{tabular}
\end{center}

For instance, the $s$ term is $0.3636\times0.7379^2\times(-0.3745+0.2597)=-0.0227$ Ry. The attraction lowers every $L_l$ in the table; the alternating sign comes from $P_l(-1)$. The sum is $W_G=-0.01513$ Ry, and
\[
E_{\rm gap}\approx2\times0.01513=0.0303\ \text{Ry}=0.412\ \text{eV}.
\]

A diagonalization in a large set of plane waves, which uses no APW formula, gives 0.0289 Ry (0.393 eV) for the same model. The leading formula is 4.7\% above this value. With the well halved in depth, the two gaps are 0.01455 and 0.01424 Ry. The difference has fallen by a factor 4.3, close to the 4 expected of a second-order error.

Part of the second-order correction can be followed through (\ref{lin}), which still omits $\tfrac12\Gamma''\varepsilon^2$ and the coupling to other waves. With $\Gamma_{11}=-0.03176$ Ry, $\Gamma_{11}'=-0.0302$ and $\Gamma_{12}'=-0.0233$,
\[
\varepsilon_+=\frac{-0.03176-0.01513}{1+0.0302+0.0233}=-0.0445,\qquad
\varepsilon_-=\frac{-0.03176+0.01513}{1+0.0302-0.0233}=-0.0165
\]
in Ry, a gap of 0.0280 Ry. Solving (\ref{roots}) without expansion gives 0.0285 Ry, 1.3\% below the plane-wave gap. This root still omits the coupling to other waves, so its error remains of second order.

The Fourier coefficient is $V_G=-0.01402$ Ry, and $2|V_G|=0.0280$ Ry is 3\% below the plane-wave gap. For this weak well the ordinary coefficient is thus slightly closer than $W_G$. Both are leading-order results, and their difference is itself of second order. The difference in principle is that (\ref{gap}) requires, besides the absence of a third nearby wave, that the $L_l$ and their slopes be close to their free values over the energies spanned by the two levels, not that $V$ be weak. The second variation illustrates this for the $s$ term alone.

\section*{Variation 1: away from the face centre}

\textit{Find the gap at $\mathbf k=(\pi/a)(1,\,0.3,\,0.2)$.}

The partner is $(\pi/a)(-1,\,0.3,\,0.2)$. Now $\kappa^2=(1+0.09+0.04)(\pi/a)^2=1.13\,(\pi/a)^2$ and $G^2=4(\pi/a)^2$, so
\[
\cos\theta=1-\frac{4}{2\times1.13}=-0.770 .
\]
All of $j_l(\kappa S)$, $L_l$ and $L_l^0$ must be taken at the new energy $\kappa^2$. Equation (\ref{W}) then gives a gap of 0.0303 Ry, against 0.0290 Ry from plane waves. The value hardly differs from that at the face centre, in keeping with the weak limit, where $V_G$ depends on $G$ alone. At an edge of the face, where further waves become degenerate, the two-wave reduction fails.

\section*{Variation 2: a deep well with the same $s$ term}

\textit{Find a deeper square well with the same $L_0(E_0)$ and one more radial node.}

For $l=0$, $\chi=\sin pr$, so $L_0=p\cot(pS)-1/S$. With $x=pS$, the condition is
\[
x\cot x=1+SL_0=1-2.5\times0.37455=0.0636 .
\]
The original well has its root in $0<x<\pi$. The next root, in $\pi<x<2\pi$, is $x=4.699$, and
\[
V=E_0-\frac{x^2}{S^2}=0.274-3.533=-3.26\ \text{Ry}.
\]
Because $x>\pi$, $\sin pr$ has a node inside the sphere, at $r=\pi S/x=1.67$ bohr. Integrating the radial equation numerically confirms the extra node and the equal $L_0$.

The well is about 33 times deeper, and so is its Fourier coefficient: $V_G\approx-0.46$ Ry, larger in size than $E_0$ and useless as a first-order estimate. Yet the $s$ term of $W_G$ is still $-0.0227$ Ry, since that term sees the inside of the sphere only through $L_0$. The slopes $dL_0/dE$ are $-1.22$ and $-1.25$ bohr$^{-1}$\,Ry$^{-1}$. Their closeness is particular to this example. With $c=x\cot x$, (\ref{slope}) and $\int_0^S\sin^2pr\,dr=\tfrac S2(1-\sin x\cos x/x)$ give $dL_0/dE=-\tfrac S2\left[1+(c^2-c)/x^2\right]$, and here $c=0.0636$ is near zero, so both slopes are near $-S/2$. Equal $L_0$ does not in general imply nearly equal slopes.

This equivalence concerns the $s$ wave alone. The $p$ wave is not matched. From $j_1'=j_0-2j_1/x$ and $xj_0/j_1=x^2/(1-c)$ we get $SL_1=x^2/(1-c)-2$, so the deep well has $L_1\approx8.6$ bohr$^{-1}$ against $L_1^0=0.26$ bohr$^{-1}$. The deviation is large, (\ref{gap}) does not apply to this well, and equal total gaps do not follow. A pseudopotential meant to replace the deep well must reproduce $L_l$ for each $l$ that contributes, over the energies of interest.

\section*{Computed values}
\begin{verbatim}
lattice constant a = 6.0 bohr
sphere radius S = 2.5 bohr
cell volume = 216.0 bohr^3
well value V0 = -0.100 Ry
G = 1.04720 1/bohr
kappa = G/2 = 0.52360 1/bohr
kappa*S = 1.30900 (no unit)
free energy E0 = 0.27416 Ry
prefactor 4 pi S^2/Omega = 0.36361 1/bohr
l=0: j_l(kappa S) = 0.73791 (no unit), L = -0.37455 1/bohr, L_free = -0.25970 1/bohr, term = -0.022738 Ry
l=1: j_l(kappa S) = 0.36600 (no unit), L = 0.19896 1/bohr, L_free = 0.25565 1/bohr, term = 0.008285 Ry
l=2: j_l(kappa S) = 0.10090 (no unit), L = 0.66109 1/bohr, L_free = 0.69930 1/bohr, term = -0.000707 Ry
l=3: j_l(kappa S) = 0.01941 (no unit), L = 1.09351 1/bohr, L_free = 1.12249 1/bohr, term = 0.000028 Ry
sum of terms with l>3 = -6.2e-07 Ry
effective coefficient W_G = -0.015134 Ry
Fourier coefficient V_G = -0.014019 Ry
leading gap 2|W_G| = 0.03027 Ry = 0.412 eV
diagonal Gamma11(E0) = -0.031758 Ry
slope dGamma11/dE = -0.03022 (no unit)
slope dGamma12/dE = -0.02326 (no unit)
linearized levels = 0.22964, 0.25765 Ry
linearized gap = 0.02800 Ry
two-wave determinant levels = 0.22909, 0.25764 Ry
two-wave determinant gap = 0.02855 Ry
plane-wave levels = 0.22836, 0.25728 Ry
plane-wave gap = 0.02892 Ry = 0.393 eV
plane-wave gap change, cutoff 5.5 to 7 (2 pi/a) = 3.7e-07 Ry
error of leading gap = 4.66 percent
error of determinant gap = -1.28 percent
half well: leading gap = 0.01455 Ry
half well: plane-wave gap = 0.01424 Ry
error ratio, full to half well = 4.31 (no unit)
off-centre k in pi/a = 1.0, 0.3, 0.2
off-centre cos(theta) = -0.76991 (no unit)
off-centre leading gap = 0.03030 Ry
off-centre plane-wave gap = 0.02899 Ry
deep well with same L_0: value = -3.2585 Ry
integrated L_0, weak and deep = -0.37455, -0.37455 1/bohr
s nodes inside S, weak and deep = 0, 1
dL_0/dE, weak and deep = -1.2181, -1.2466 1/(bohr Ry)
\end{verbatim}
